# The Screening Angle of a Thomas-Fermi Atom from the Eikonal Phase: a numerical check

```python
"""Screening angle chi_a of small-angle scattering by a Thomas-Fermi atom.

Result under test (eikonal approximation, exact in eta = Z alpha / beta):
    chi_a^2 = C chi_0^2 exp(2 f(eta)),  f = eta^2 sum_n 1/(n (n^2 + eta^2)),
with chi_0 = 1/(p a), a the Thomas-Fermi radius, and C the Born constant of
the screening function phi. It is compared with 1.13 + 3.76 eta^2.
Definition: integral_0^Y R dy/y = ln(Y chi_0/chi_a) - 1/2 for large Y, where
y = theta/chi_0 and R = cross section / small-angle Rutherford cross section.
Lengths b, x are in units of a; the eikonal phase is 2 eta K(b), G = -b dK/db.
"""
import numpy as np
from scipy.constants import alpha
from scipy.integrate import solve_bvp, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import digamma, j1, k0, k1, zeta

EULER = np.euler_gamma


def coulomb_f(eta):
    return np.real(digamma(1 + 1j * np.asarray(eta))) + EULER


def interpolation(eta):
    return 1.13 + 3.76 * eta**2


# ---- Thomas-Fermi function, with s = sqrt(x) to remove the singularity ----
S_FAR = 20.0
X_FAR = S_FAR**2


def tf_rhs(s, y):
    return np.vstack([2 * s * y[1], 2 * np.maximum(y[0], 0)**1.5])


def tf_boundary(y_left, y_right):
    # phi = 1 at the nucleus, inverse-cube decay at the far end
    return np.array([y_left[0] - 1, X_FAR * y_right[1] + 3 * y_right[0]])


s_mesh = np.linspace(0, S_FAR, 600)
x_mesh = s_mesh**2
guess = np.vstack([(1 + x_mesh / 5.24)**-3,
                   -3 / 5.24 * (1 + x_mesh / 5.24)**-4])
tf_solution = solve_bvp(tf_rhs, tf_boundary, s_mesh, guess,
                        tol=1e-8, max_nodes=30000)
assert tf_solution.success
slope0 = tf_solution.sol(0.0)[1]


def tf_phi_and_charge(x):
    """phi and the net enclosed charge fraction phi - x phi'."""
    x = np.asarray(x, dtype=float)
    x_in = np.minimum(x, X_FAR).ravel()
    y = tf_solution.sol(np.sqrt(x_in))
    tail = (X_FAR / np.maximum(x, X_FAR))**3
    phi = y[0].reshape(x.shape) * tail
    charge = (y[0] - x_in * y[1]).reshape(x.shape) * tail
    return phi, charge


s_fine = np.linspace(0, S_FAR, 40001)
phi_fine = np.maximum(tf_phi_and_charge(s_fine**2)[0], 0)
virial = simpson(2 * phi_fine**2.5, x=s_fine)
assert abs(virial + 5 * slope0 / 7) < 1e-5

# ---- Phase and its slope for both screening functions on a log grid ----
DT = 2.5e-4
t_grid = np.arange(-12.0, 6.0 + DT / 2, DT)
b_grid = np.exp(t_grid)

t_coarse = np.linspace(-12.0, 6.0 + DT, 1201)
u_grid = np.arange(0, 20.01, 0.05)
u_weight = np.full(u_grid.size, 0.05)
u_weight[0] /= 2
path = np.exp(t_coarse)[:, None] * np.cosh(u_grid)[None, :]
G_coarse = tf_phi_and_charge(path)[1] @ (u_weight / np.cosh(u_grid)**2)
G_spline = CubicSpline(t_coarse, G_coarse)
G_integral = G_spline.antiderivative()


def tf_K(t):
    return G_integral(t_coarse[-1]) - G_integral(t) + G_coarse[-1] / 3


# the phase recovered from its slope equals the line integral of phi/r
for b_test in (0.1, 1.0, 5.0):
    direct = tf_phi_and_charge(b_test * np.cosh(u_grid))[0] @ u_weight
    assert abs(direct - tf_K(np.log(b_test))) < 1e-4

weights = np.array([0.10, 0.55, 0.35])
ranges = np.array([6.0, 1.2, 0.3])
G_fit = sum(c * m * b_grid * k1(m * b_grid) for c, m in zip(weights, ranges))
K_fit = sum(c * k0(m * b_grid) for c, m in zip(weights, ranges))
G_tf, K_tf = G_spline(t_grid), tf_K(t_grid)

# ---- Born constants from impact-parameter space, Yukawa as reference ----
G_yukawa = b_grid * k1(b_grid)


def born_constant(G):
    return np.exp(-2 * simpson(G**2 - G_yukawa**2, x=t_grid))


C_fit, C_tf = born_constant(G_fit), born_constant(G_tf)

# closed form for a sum of exponentials
log_C = -1.0
for ci, mi in zip(weights, ranges**2):
    for cj, mj in zip(weights, ranges**2):
        if mi == mj:
            pair = np.log(mi) + 1
        else:
            pair = (mi * np.log(mi) - mj * np.log(mj)) / (mi - mj)
        log_C += ci * cj * pair
assert abs(np.exp(log_C) - C_fit) < 1e-5

# ---- Universal Coulomb integral D(eta) by two-dimensional quadrature ----
node, wt = np.polynomial.legendre.leggauss(80)
unit, unit_w = (node + 1) / 2, wt / 2


def excess(y):
    small = -y**4 / 24 + y**6 / 720
    return np.where(np.abs(y) < 0.05, small, 1 - np.cos(y) - y**2 / 2)


def coulomb_integral(eta):
    def log_ratio(r, angle):
        return 0.5 * np.log1p((1 - 2 * r * np.cos(angle)) / r**2)
    r = 0.5 * np.exp(-20 * unit)[:, None]
    inner = excess(2 * eta * log_ratio(r, np.pi * unit[None, :])) * r**2
    total = 20 * np.pi * unit_w @ inner @ unit_w
    edge = (np.pi / 2 * unit)[:, None]
    r = 1 / (2 * np.cos(edge))
    jac = np.sin(edge) / (2 * np.cos(edge)**2) * (np.pi - edge) * np.pi / 2
    angle = edge + (np.pi - edge) * unit[None, :]
    outer = excess(2 * eta * log_ratio(r, angle)) * r * jac
    total += unit_w @ outer @ unit_w
    return 4 * total   # two half planes, upper and lower angles


D_values = {}
for eta in (0.6, 2.0):
    D_values[eta] = coulomb_integral(eta)
    target = -2 * np.pi * eta**2 * coulomb_f(eta)
    assert abs(D_values[eta] / target - 1) < 1e-5

n = np.arange(1, 200001)
for eta in (0.3, 2.0):
    assert abs(eta**2 * np.sum(1 / (n * (n**2 + eta**2)))
               - coulomb_f(eta)) < 1e-9
assert abs(coulomb_f(0.02) / 0.02**2 - zeta(3)) < 1e-3
assert abs(coulomb_f(50.0) - np.log(50.0) - EULER) < 1e-4

# ---- Worked example: electron on Pb, Hartree atomic units ----
Z = 82
c_light = 1 / alpha
p = 200 * c_light
beta = p / np.hypot(p, c_light)
eta_pb = Z * alpha / beta
a_tf = 0.5 * (3 * np.pi / 4)**(2 / 3) * Z**(-1 / 3)
chi_0 = 1 / (p * a_tf)

# ---- Screening angle from its definition, via the eikonal amplitude ----
etas = np.array([0.0, 0.1, eta_pb, 1.0, 2.0])
columns = [G * np.exp(2j * eta * K)
           for G, K in ((G_fit, K_fit), (G_tf, K_tf)) for eta in etas]
columns = np.array(columns).T.copy()


def amplitude(y):
    return (y * b_grid * j1(y * b_grid) * DT) @ columns


# Born amplitudes against the Fourier transform of the electron density
for y in (0.5, 2.0, 10.0):
    A = amplitude(y)
    density = 2 * s_fine**2 * phi_fine**1.5
    form = simpson(density * np.sinc(y * s_fine**2 / np.pi), x=s_fine)
    assert abs(A[etas.size] - (1 - form)) < 2e-4
    assert abs(A[0] - np.sum(weights * y**2 / (y**2 + ranges**2))) < 1e-5

Y_MAX = 200.0
log_y = np.linspace(np.log(1e-3), np.log(Y_MAX), 241)
R = np.abs(np.array([amplitude(y) for y in np.exp(log_y)]))**2
assert np.all(np.abs(R[-1] - 1) < 0.02)
# remaining tail: R - 1 falls as y^-2 (fit) or y^-3/2 (Thomas-Fermi)
tail_power = np.repeat([2.0, 1.5], etas.size)
log_integral = simpson(R, x=log_y, axis=0) + (R[-1] - 1) / tail_power
measured = np.exp(2 * (np.log(Y_MAX) - 0.5 - log_integral))
measured_fit, measured_tf = measured[:etas.size], measured[etas.size:]
formula_fit = C_fit * np.exp(2 * coulomb_f(etas))
formula_tf = C_tf * np.exp(2 * coulomb_f(etas))
assert np.all(np.abs(measured_fit / formula_fit - 1) < 2e-3)
assert np.all(np.abs(measured_tf / formula_tf - 1) < 2e-3)

# ---- Error of the interpolation ----
scan = np.linspace(0, 20, 20001)


def deviation(eta, C):
    return interpolation(eta) / (C * np.exp(2 * coulomb_f(eta))) - 1


dev_fit, dev_tf = deviation(scan, C_fit), deviation(scan, C_tf)
crossing = brentq(lambda e: deviation(e, C_fit), 0.01, 0.6)
# the sign change is present in the directly computed angles as well
assert interpolation(0.0) < measured_fit[0]
assert interpolation(eta_pb) > 1.05 * measured_fit[2]

# ---- Integral of theta^2 over the cross section up to theta_m ----
theta_m = 0.02
chi_born = chi_0 * np.sqrt(C_tf)
chi_exact = chi_born * np.exp(coulomb_f(eta_pb))
chi_interp = chi_0 * np.sqrt(interpolation(eta_pb))
log_born = np.log(theta_m / chi_born) - 0.5
log_exact = np.log(theta_m / chi_exact) - 0.5
log_interp = np.log(theta_m / chi_interp) - 0.5
R_pb = CubicSpline(log_y, R[:, etas.size + 2])
log_direct = float(R_pb.integrate(log_y[0], np.log(theta_m / chi_0)))
assert abs(log_direct - log_exact) < 5e-3
prefactor = 8 * np.pi * eta_pb**2 / p**2

print(f"TF initial slope phi'(0) = {slope0:.6f}")
print(f"TF identity: integral = {virial:.6f}, -5/7 phi'(0) = "
      f"{-5 * slope0 / 7:.6f}")
print(f"Born constant C, three-exponential fit = {C_fit:.4f}")
print(f"Born constant C, Thomas-Fermi function = {C_tf:.4f}")
for eta, value in D_values.items():
    print(f"D({eta}) by quadrature = {value:.6f}, -2 pi eta^2 f = "
          f"{-2 * np.pi * eta**2 * coulomb_f(eta):.6f}")
print("chi_a^2/chi_0^2: eta, f, fit direct, fit formula, "
      "TF direct, TF formula, interpolation")
for i, eta in enumerate(etas):
    print(f"  {eta:.4f} {coulomb_f(eta):.5f} {measured_fit[i]:.4f} "
          f"{formula_fit[i]:.4f} {measured_tf[i]:.4f} {formula_tf[i]:.4f} "
          f"{interpolation(eta):.4f}")
print(f"largest |R-1| at y = {Y_MAX:.0f}: {np.max(np.abs(R[-1] - 1)):.5f}")
print(f"weak coupling, coefficient of eta^2: fit {2 * zeta(3) * C_fit:.4f}, "
      f"TF {2 * zeta(3) * C_tf:.4f}")
print(f"strong coupling, coefficient of eta^2: fit "
      f"{C_fit * np.exp(2 * EULER):.4f}, TF {C_tf * np.exp(2 * EULER):.4f}")
for name, dev, C in (("fit", dev_fit, C_fit), ("TF", dev_tf, C_tf)):
    limit = 3.76 / (C * np.exp(2 * EULER)) - 1
    print(f"interpolation error in chi_a^2 against {name}: eta=0 "
          f"{100 * dev[0]:.2f} %, max {100 * dev.max():.2f} % at eta = "
          f"{scan[dev.argmax()]:.3f}, eta->inf {100 * limit:.2f} %")
print(f"interpolation exact for the fit at eta = {crossing:.4f}")
print(f"Pb: Z = {Z}, p = {p:.2f} a.u. (200 m_e c), beta = {beta:.7f}")
print(f"Pb: eta = {eta_pb:.5f}, f(eta) = {coulomb_f(eta_pb):.5f}")
print(f"Pb: a = {a_tf:.5f} bohr, chi_0 = {chi_0:.5e} rad")
print(f"Pb: chi_a Born (TF) = {chi_born:.5e} rad")
print(f"Pb: chi_a eikonal (TF) = {chi_exact:.5e} rad = "
      f"{np.degrees(chi_exact):.5f} deg")
print(f"Pb: chi_a interpolation = {chi_interp:.5e} rad")
print(f"theta_m = {theta_m} rad, theta_m/chi_0 = {theta_m / chi_0:.2f}")
print(f"ln(theta_m/chi_a) - 1/2: Born {log_born:.4f}, eikonal "
      f"{log_exact:.4f}, interpolation {log_interp:.4f}")
print(f"same logarithm by direct integration of R = {log_direct:.4f}")
print(f"8 pi eta^2/p^2 = {prefactor:.5e} bohr^2")
print(f"integral theta^2 dsigma, eikonal = {prefactor * log_exact:.5e} bohr^2")
print(f"its error from Born angle = {100 * (log_born / log_exact - 1):.2f} %, "
      f"from interpolation = {100 * (log_interp / log_exact - 1):.2f} %")
print("verified")
```

Running it gives:

```
TF initial slope phi'(0) = -1.588071
TF identity: integral = 1.134336, -5/7 phi'(0) = 1.134336
Born constant C, three-exponential fit = 1.1718
Born constant C, Thomas-Fermi function = 1.1976
D(0.6) by quadrature = -0.753271, -2 pi eta^2 f = -0.753271
D(2.0) by quadrature = -32.466656, -2 pi eta^2 f = -32.466656
chi_a^2/chi_0^2: eta, f, fit direct, fit formula, TF direct, TF formula, interpolation
  0.0000 -0.00000 1.1718 1.1718 1.1978 1.1976 1.1300
  0.1000 0.01192 1.2001 1.2001 1.2266 1.2265 1.1676
  0.5984 0.33163 2.2743 2.2746 2.3249 2.3247 2.4763
  1.0000 0.67187 4.4899 4.4919 4.5888 4.5908 4.8900
  2.0000 1.29181 15.4928 15.5206 15.8458 15.8620 16.1700
largest |R-1| at y = 200: 0.01400
weak coupling, coefficient of eta^2: fit 2.8172, TF 2.8791
strong coupling, coefficient of eta^2: fit 3.7173, TF 3.7990
interpolation error in chi_a^2 against fit: eta=0 -3.57 %, max 9.64 % at eta = 0.769, eta->inf 1.15 %
interpolation error in chi_a^2 against TF: eta=0 -5.64 %, max 7.28 % at eta = 0.769, eta->inf -1.03 %
interpolation exact for the fit at eta = 0.2156
Pb: Z = 82, p = 27407.20 a.u. (200 m_e c), beta = 0.9999875
Pb: eta = 0.59839, f(eta) = 0.33163
Pb: a = 0.20379 bohr, chi_0 = 1.79045e-04 rad
Pb: chi_a Born (TF) = 1.95937e-04 rad
Pb: chi_a eikonal (TF) = 2.72987e-04 rad = 0.01564 deg
Pb: chi_a interpolation = 2.81753e-04 rad
theta_m = 0.02 rad, theta_m/chi_0 = 111.70
ln(theta_m/chi_a) - 1/2: Born 4.1257, eikonal 3.7941, interpolation 3.7625
same logarithm by direct integration of R = 3.7985
8 pi eta^2/p^2 = 1.19806e-08 bohr^2
integral theta^2 dsigma, eikonal = 4.54553e-08 bohr^2
its error from Born angle = 8.74 %, from interpolation = -0.83 %
verified
```
